# The Zero of Transverse Piezoresistance in n-Type Silicon on (001)

## Problem

A long, thin resistor of n-type silicon lies in the (001) plane. Its current makes an angle $\varphi$ with [100]. A small uniaxial stress $\sigma$ acts in the same plane, perpendicular to the current. For lightly doped n-silicon at room temperature, take the following coefficients as given (the set labelled SMITH in the program):

$$\pi_{11}=-102.2,\qquad \pi_{12}=+53.4,\qquad \pi_{44}=-13.6 \qquad (10^{-11}/\mathrm{Pa}).$$

(a) Find the transverse coefficient $\pi_t(\varphi)$, the relative change of resistivity along the current per unit stress.

(b) Find the direction nearest [100] for which $\pi_t=0$.

(c) For a tension of 100 MPa, find the effect of a 1° alignment error, and the response of the same resistor to stress along its length.

**Conventions.** Tension is positive, and $x,y,z$ are the cubic axes. To first order in stress, the resistivity tensor changes from $\rho_0\delta_{ij}$ to $\rho_0(\delta_{ij}+\Delta_{ij})$. For stress in the plane,

$$\Delta_{xx}=\pi_{11}\sigma_{xx}+\pi_{12}\sigma_{yy},\quad
\Delta_{yy}=\pi_{12}\sigma_{xx}+\pi_{11}\sigma_{yy},\quad
\Delta_{xy}=\pi_{44}\sigma_{xy}.$$

The shear law has no factor 2. "Transverse" here means stress in the plane. A stress normal to the wafer is also perpendicular to the current, but it gives $\Delta_{xx}=\Delta_{yy}=\pi_{12}\sigma_{zz}$ and $\Delta_{xy}=0$. Its coefficient is therefore $\pi_{12}$ at every $\varphi$ and has no zero.

## Hints

1. Write unit vectors $\mathbf l$ along the current and $\mathbf t$ along the stress. A uniaxial stress along $\mathbf t$ has components $\sigma_{ij}=\sigma t_it_j$.
2. The long resistor fixes the direction of the current. The voltage along it measures $\mathbf l\cdot\rho\cdot\mathbf l$.
3. The off-diagonal element enters this projection twice, as $xy$ and as $yx$.
4. Before solving for a zero, compare the signs of $\pi_t$ at 0° and 45°.

## Solution

### (a) The angular dependence

Write $c=\cos\varphi$ and $s=\sin\varphi$. Then $\mathbf l=(c,s,0)$ and $\mathbf t=(-s,c,0)$, so

$$\sigma_{xx}=\sigma s^2,\qquad \sigma_{yy}=\sigma c^2,\qquad \sigma_{xy}=-\sigma sc.$$

The cubic law gives

$$\Delta_{xx}=\sigma(\pi_{11}s^2+\pi_{12}c^2),\quad
\Delta_{yy}=\sigma(\pi_{12}s^2+\pi_{11}c^2),\quad
\Delta_{xy}=-\sigma\pi_{44}sc.$$

Projecting on the current,

$$\pi_t=\frac{c^2\Delta_{xx}+s^2\Delta_{yy}+2sc\,\Delta_{xy}}{\sigma}
=2s^2c^2\pi_{11}+(c^4+s^4)\pi_{12}-2s^2c^2\pi_{44}.$$

Since $(c^2+s^2)^2=1$, we have $c^4+s^4=1-2s^2c^2$. Also $2sc=\sin2\varphi$, so $2s^2c^2=\tfrac12\sin^2 2\varphi$. Therefore

$$\boxed{\;\pi_t(\varphi)=\pi_{12}+\tfrac12 D\sin^2 2\varphi,\qquad D=\pi_{11}-\pi_{12}-\pi_{44}.\;}$$

For the given data, $D=-102.2-53.4+13.6=-142.0$ in units of $10^{-11}$/Pa.

### (b) The zero nearest [100]

At the two ends of the interval from 0° to 45°,

$$\pi_t(0)=\pi_{12}=53.4,\qquad
\pi_t(45^\circ)=\tfrac12(\pi_{11}+\pi_{12}-\pi_{44})=-17.6 .$$

Between them $\sin^2 2\varphi$ rises steadily from 0 to 1, so $\pi_t$ falls steadily and crosses zero once. Had both end values been of the same sign, there would be no zero at any angle, because $\pi_t$ stays between these two values.

Setting $\pi_t=0$ gives

$$\sin^2 2\varphi_0=-\frac{2\pi_{12}}{D}=\frac{2\times53.4}{142.0}=0.7521,
\qquad \sin2\varphi_0=0.8672 .$$

Hence $2\varphi_0=60.14^\circ$ and

$$\boxed{\;\varphi_0=30.07^\circ\approx30^\circ.\;}$$

The function $\sin^22\varphi$ is unchanged by $\varphi\to-\varphi$ and by $\varphi\to90^\circ-\varphi$. The zeros are therefore the four lines at $\pm30.07^\circ$ and $\pm59.93^\circ$. The first pair is nearest [100], and its two members are equivalent.

Cubic symmetry does not fix the angle at 30°. That value would require $-2\pi_{12}/D=3/4$, and the coefficients used here happen to give a ratio close to this. Changing each coefficient by 5% up or down, in all eight combinations of sign, gives angles from 28.4° to 32.0°; changes of up to 10% give 26.8° to 34.2°. "About 30°" is thus a fair statement of the result for lightly doped silicon with coefficients close to the given set; the decimals belong to the arithmetic, not to the material.

### (c) Alignment and longitudinal response

Differentiate $\pi_t$, using $2\sin2\varphi\cos2\varphi=\sin4\varphi$:

$$\frac{d\pi_t}{d\varphi}=\tfrac12D\,(2\sin2\varphi)(2\cos2\varphi)=D\sin4\varphi
\quad\text{per radian}.$$

At $\varphi_0$ this is $-2.14\times10^{-11}$/Pa per degree. A stress of 100 MPa multiplies a coefficient of $10^{-11}$/Pa into a relative change of $10^{-3}$, or 0.1%. Turning the resistor by $+1^\circ$, with the stress kept perpendicular to it, therefore changes the resistivity by about $-0.21\%$. If only the resistor turns and the stress keeps its direction in the crystal, the change is about half as large, $-0.11\%$. For comparison, the same stress gives $+5.34\%$ at 0° and $-1.76\%$ at 45°.

For stress along the current, $\sigma_{xx}=\sigma c^2$, $\sigma_{yy}=\sigma s^2$ and $\sigma_{xy}=+\sigma sc$. The same projection gives

$$\pi_l=(c^4+s^4)\pi_{11}+2s^2c^2(\pi_{12}+\pi_{44})
=\pi_{11}-\tfrac12D\sin^22\varphi .$$

Adding the two coefficients removes the angle:

$$\pi_l+\pi_t=\pi_{11}+\pi_{12}.$$

At $\varphi_0$, where $\pi_t=0$, this leaves $\pi_l=-102.2+53.4=-48.8$ in units of $10^{-11}$/Pa. A longitudinal tension of 100 MPa changes the resistivity by $-4.88\%$. The resistivity along the current has lost its first-order response to cross stress but keeps about half the longitudinal coefficient it would have along [100]. The resistance keeps a small first-order response through the change of dimensions, estimated below. This selectivity holds for in-plane stress whose principal axes lie along and across the resistor.

### How far a real resistor departs from this result

The example corresponds roughly to an n-type resistor in a micromachined silicon sensor, where 100 MPa is a plausible working stress. The given coefficients apply to light doping, for example $10^{16}$ cm⁻³, and a real piezoresistor may be doped more heavily. Heavier doping and heating both weaken the piezoresistance. If all three coefficients shrink by one factor, $D$ and $\pi_{12}$ shrink together and $\varphi_0$ stays put. As an illustration of unequal scaling, multiply $\pi_{11}$ and $\pi_{12}$ by $300/398=0.754$, as for a $1/T$ law on heating from 300 K to 398 K, and hold $\pi_{44}$ fixed. The zero then moves to 30.9°. Stronger unequal scaling moves it much further. With $\pi_{44}$ fixed and $\pi_{11},\pi_{12}$ multiplied by $f$, the zero lies at 36° for $f=0.36$. It disappears for $f<13.6/48.8=0.279$, where $\pi_t(45^\circ)$ turns positive. A simple Fermi-Dirac estimate gives $f\approx0.36$ to $0.46$ near $10^{20}$ cm⁻³, so the angle of 30° should not be carried over to heavily doped resistors without their own coefficients.

A measured resistance also depends on dimensions, through $R=\rho L/(wh)$ for length $L$, width $w$ and thickness $h$. Transverse tension increases $w$ and, by Poisson contraction, reduces $L$ and $h$. With rough elastic constants the net effect at $\varphi_0$ is $-0.05\%$ at 100 MPa. The resistivity must rise by the same amount to cancel it. Since $\pi_t$ is positive on the [100] side of $\varphi_0$, the zero of total resistance lies at a slightly smaller angle, 29.8°.

## Variation 1: fix the field instead of the current

**Question.** A short, wide resistor between broad contacts holds the electric field, rather than the current, along $\mathbf l$. Does its response also vanish at $\varphi_0$?

**Solution.** The sideways element of the tensor is needed:

$$\Delta_{lt}=\mathbf l\cdot\Delta\cdot\mathbf t
=sc(\Delta_{yy}-\Delta_{xx})+(c^2-s^2)\Delta_{xy}.$$

From part (a), $\Delta_{yy}-\Delta_{xx}=\sigma(\pi_{11}-\pi_{12})(c^2-s^2)$. Hence

$$\Delta_{lt}=\sigma\,sc\,(c^2-s^2)(\pi_{11}-\pi_{12}-\pi_{44})
=\tfrac14\sigma D\sin4\varphi .$$

At $\varphi_0$ and 100 MPa this equals $-0.0307$. It is not zero: in the long resistor, a sideways field of about 3% of the forward field appears, and the total field is turned 1.8° from the current.

Now impose zero sideways field. With $\rho_{lt}=\rho_0\Delta_{lt}$,

$$0=\rho_{lt}J_l+\rho_{tt}J_t
\quad\Rightarrow\quad J_t=-\frac{\rho_{lt}}{\rho_{tt}}J_l,$$

$$E_l=\rho_{ll}J_l+\rho_{lt}J_t
=\left(\rho_{ll}-\frac{\rho_{lt}^2}{\rho_{tt}}\right)J_l .$$

At $\varphi_0$, $\rho_{ll}=\rho_0$. The stress lies along $\mathbf t$, so $\rho_{tt}$ changes by the longitudinal coefficient for the direction $\varphi_0+90^\circ$. This has the same $\sin^22\varphi$, and so $\rho_{tt}=(1-0.0488)\rho_0$. The apparent resistivity changes by

$$-\frac{(0.0307)^2}{0.9512}\approx-0.00099=-0.099\% .$$

To leading order this is quadratic in the stress. The first-order response therefore vanishes at the same angle for both kinds of contact. The figure is the contribution of current direction alone; the second-order terms of the piezoresistance itself are not in the linear law.

## Variation 2: the six-valley limit

**Question.** Suppose that stress acts only by moving electrons among the six conduction-band valleys, with unchanged scattering time and total density. Where is the zero?

**Solution.** The valleys form pairs along $x$, $y$ and $z$. An electron has the low mobility $\mu_L$ along its valley's axis and the high mobility $\mu_T$ across it. Tension along $x$ raises the $x$ pair in energy relative to the others. Let the fraction of electrons in that pair change by $-2\eta$; by symmetry the $y$ and $z$ pairs each gain $\eta$, with $\eta>0$. The mean mobilities change by

$$\delta\mu_x=-2\eta\mu_L+2\eta\mu_T=2\eta(\mu_T-\mu_L),$$

$$\delta\mu_y=\eta\mu_L+(-2\eta+\eta)\mu_T=-\eta(\mu_T-\mu_L).$$

To first order, resistivity changes by the opposite relative amount. Hence $\pi_{11}=-2\pi_{12}$, with $\pi_{11}<0<\pi_{12}$. A pure shear stress $\sigma_{xy}$ produces no strain along the cubic axes, so in this model it moves no electrons between pairs and $\pi_{44}=0$. Then $D=-3\pi_{12}$ and

$$\sin^22\varphi_0=\tfrac23,\qquad \varphi_0=27.4^\circ .$$

The masses, the deformation potential and the temperature set the size of $\pi_{12}$ but cancel from this angle.

The model also shows why the sign changes. With current along [100] and tension along [010], electrons leave the $y$ pair, and some enter the $x$ pair, where they move poorly along the current: the resistivity rises. With current along [110], the transverse tension strains $x$ and $y$ equally. Electrons move to the $z$ pair, which has high mobility throughout the plane, and the resistivity falls.

The given coefficients depart from the model in two ways. The denominator $-D=\pi_{12}+\pi_{44}-\pi_{11}$ would be $3\times53.4=160.2$ in the model. The given $\pi_{44}$ lowers it by 13.6, and the given $\pi_{11}$, being $-102.2$ instead of $-106.8$, lowers it by 4.6. The result is 142.0, and the smaller denominator moves the zero from 27.4° to 30.1°.

The model can also estimate the limit of the linear law. With Boltzmann populations and rough silicon parameters at 300 K, a tension of 100 MPa moves the model's own zero from 27.4° to 27.1°. The parameters are valley masses 0.92 and 0.19, a deformation potential of 9 eV and elastic constants $C_{11},C_{12},C_{44}=166,64,80$ GPa. They give $\pi_{12}=40.9$, below the given 53.4. Raising the deformation potential until $\pi_{12}=53.4$ increases the shift from 0.2° to 0.3°, and letting intervalley scattering change with stress increases it to about 0.4°. Within this model the nonlinear shift at 100 MPa is thus a few tenths of a degree, smaller than the spread caused by 5% errors in the coefficients. The model has no $\pi_{44}$ and says nothing about nonlinearity in the shear response, so this is an order of magnitude, not a measured limit for silicon.

## Numbers as computed

```
INPUTS
p11, p12, p44 = -102.2, 53.4, -13.6 (1e-11/Pa)
stress = 100 MPa; temperature = 300 K
doping = 1.0e+16 cm^-3
rough C11, C12, C44 = 166, 64, 80 GPa
rough valley masses = 0.92, 0.19 electron masses
rough deformation potential = 9.0 eV
ZERO OF TRANSVERSE PIEZORESISTANCE
D = -142.0 (1e-11/Pa)
sin^2(2 phi0) = 0.75211
sin(2 phi0) = 0.86724
2 phi0 = 60.14 deg; phi0 = 30.07 deg
all zeros (deg): -59.93, -30.07, 30.07, 59.93
TRANSVERSE COEFFICIENT AND RESISTIVITY CHANGE
phi = 0 deg: pi_t = 53.40 (1e-11/Pa), change = 5.340 %
phi = 30 deg: pi_t = 0.15 (1e-11/Pa), change = 0.015 %
phi = 45 deg: pi_t = -17.60 (1e-11/Pa), change = -1.760 %
at phi0: |change| below 1e-6 %: True
longitudinal at phi0 = -48.8 (1e-11/Pa), change = -4.88 %
slope at phi0 = -2.140 (1e-11/Pa per deg)
change for +1 deg misalignment = -0.209 %
SIDEWAYS FIELD AT PHI0
coefficient = -30.66 (1e-11/Pa)
sideways/forward field = -3.07 %
turn of field from current = 1.76 deg
fixed-field resistivity change = -0.099 %
NEGLECTED EFFECTS
dimension change at phi0 = -0.050 %
zero of total resistance = 29.84 deg
phi0 for 5 % coefficient errors = 28.37 to 31.99 deg
hot case: T = 398 K, scale factor = 0.754
phi0 hot, all coefficients scaled = 30.07 deg
phi0 hot, p44 held fixed = 30.89 deg
six-valley p11, p12 = -81.8, 40.9 (1e-11/Pa)
six-valley zero, small stress = 27.37 deg
six-valley zero at example stress = 27.14 deg
six-valley residual at small-stress zero = -0.045 %
conduction-band density = 2.74e+19 cm^-3
degeneracy reduction = 0.0129 %
```
